# Electronic softening of cubic shear stiffness in degenerate n-type silicon, part 2

The problem is how mobile electrons change the elastic constants of heavily doped n-type silicon. Six equivalent valleys, two on each cubic axis, share one chemical potential $\mu$ at fixed total density $n$. Each has longitudinal mass $m_l$, transverse mass $m_t$ and $m_d=(m_lm_t^2)^{1/3}$; $m_0$ is the free-electron mass.

The infinitesimal strain $\varepsilon_{ij}$ is positive in extension, with diagonal components $e_1,e_2,e_3$ and engineering shear $\gamma=2\varepsilon_{xy}$. A shear $\gamma$ has elastic energy density $\frac12C_{44}\gamma^2$, and $C'=(C_{11}-C_{12})/2$. For $\varepsilon=\operatorname{diag}(\eta,-\eta,0)$,

$$
W=\tfrac12C_{11}(2\eta^2)-C_{12}\eta^2=2C'\eta^2.
\tag{14}
$$

In the rigid-valley model, the valley along unit vector $\hat{\mathbf k}_i$ shifts by $\Delta_i=\Xi_d\operatorname{Tr}\varepsilon+\Xi_u\hat{\mathbf k}_i\cdot\varepsilon\cdot\hat{\mathbf k}_i$, where $\Xi_d,\Xi_u$ are deformation potentials. With mean shift $\bar\Delta$, the linear and quadratic electronic energies are

$$
F_1=\frac n6\sum_i\Delta_i
=P_e\operatorname{Tr}\varepsilon,
\qquad
P_e=n\left(\Xi_d+\frac{\Xi_u}{3}\right).
\tag{9}
$$

$$
F_2=-\frac D2\sum_i(\Delta_i-\bar\Delta)^2.
\tag{16}
$$

Here $D=\partial n_v/\partial\mu$ is the response of one valley, whose unstrained density is $n_v=n/6$. At temperature $\mathcal T$, with one-valley density of states $g$ and Fermi function $f$,

$$
n_v=\int_0^\infty g(E)f(E)\,dE,
\qquad
D(\mathcal T)=\int_0^\infty g(E)\left(-\frac{\partial f}{\partial E}\right)dE.
\tag{17}
$$

At zero temperature a valley filled to energy $E$ above its bottom holds $aE^{3/2}$ electrons per volume, with $a=(2m_d/\hbar^2)^{3/2}/(3\pi^2)$. The unstrained filling is $E_F$, and $D=n/(4E_F)$.

For the silicon valleys, $\delta C'=-D\Xi_u^2$ and $\delta C_{44}=0$. The zero-temperature form $\delta C'=-n\Xi_u^2/(4E_F)$ is the Keyes formula.

The example has $n=5\times10^{19}\ \mathrm{cm^{-3}}=0.05\ \mathrm{nm^{-3}}$, $m_l=0.92\,m_0$, $m_t=0.19\,m_0$, $\Xi_u=9$ eV, $E_F=46.6$ meV and $D=0.268\ \mathrm{eV^{-1}\,nm^{-3}}$. It gives $\delta C'=-3.48$ GPa at zero temperature and $-2.59$ GPa at 300 K. The unit conversion is $1\ \mathrm{eV/nm^3}=0.1602$ GPa.

### Why valley direction matters

The zero in $C_{44}$ comes from the direction of the valleys, not from a general inability of shear to transfer electrons. Consider a contrasting model with four valleys along $(1,1,1)$, $(-1,1,1)$, $(1,-1,1)$ and $(1,1,-1)$, each divided by $\sqrt3$. For diagonal strain,

$$
\hat{\mathbf k}\cdot\varepsilon\cdot\hat{\mathbf k}=\frac{e_1+e_2+e_3}{3}
$$

in all four valleys. The shifts are equal and $\delta C'=0$. For shear $\varepsilon_{xy}=\gamma/2$, the sum over the two equal off-diagonal entries gives

$$
\Delta_i=\Xi_u\,2\hat k_x\hat k_y\frac{\gamma}{2}
=\sigma_i\frac{\Xi_u\gamma}{3},
\qquad
\sigma_i=+1,-1,-1,+1.
$$

The mean is zero. With $D_4$ the response of one of these valleys, (16) gives

$$
\frac12\delta C_{44}\gamma^2
=-\frac{D_4}{2}\,\frac{4\Xi_u^2\gamma^2}{9},
\qquad
\delta C_{44}=-\frac49D_4\Xi_u^2.
\tag{20}
$$

With the same total density, masses and $\Xi_u$ as in the silicon example, the minimized energy gives $\delta C_{44}=-1.77$ GPa. The two shear moduli have exchanged roles. This is a model comparison and not a prediction for another semiconductor.

### Quadratic valley shifts under shear

In silicon a cubic shear mixes the two lowest conduction bands near the zone-boundary point $X$. The mixing lowers two valleys at second order in strain, so the zero for $C_{44}$ does not carry over to the real band structure.

For the $z$ valleys, measure $k_z$ from $X$ and let $k_0$ be the distance of the minimum from $X$. The standard two-band model has diagonal energies

$$
\frac{\hbar^2k_z^2}{2m_l}+\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}
\pm\frac{\hbar^2k_0k_z}{m_l}
$$

and off-diagonal element $s+\hbar^2k_xk_y/M$, where $s=2\Xi'\varepsilon_{xy}=\Xi'\gamma$. The product $k_xk_y$ and the strain $\varepsilon_{xy}$ have the same symmetry, which is why they enter together. The estimate takes $1/M=1/m_t-1/m_0$.

Set $A=\hbar^2k_0^2/m_l$ and $q=k_z/k_0$. On the axis the lower eigenvalue is

$$
E_-=\frac A2q^2-\sqrt{A^2q^2+s^2}.
\tag{21}
$$

Without shear it has minima at $q=\pm1$ with energy $-A/2$. Wavevectors that differ by a reciprocal-lattice vector are equivalent, so these minima are the two $z$ valleys. The splitting between the bands there is $\Delta_X=2A$.

With shear, write $S=\sqrt{A^2q^2+s^2}$. The condition $dE_-/dq=0$ is

$$
Aq-\frac{A^2q}{S}=0.
$$

For $q\ne0$ it gives $S=A$. With $\kappa=s/A$, this means $q^2=1-\kappa^2$. The minimum energy is

$$
E_{\min}=\frac A2(1-\kappa^2)-A=-\frac A2-\frac{A\kappa^2}{2}.
$$

The valley therefore moves by

$$
\delta E_{\min}=-\frac{A\kappa^2}{2}=-\frac{\Delta_X\kappa^2}{4}.
\tag{22}
$$

Shear also changes the masses. Along the axis,

$$
\frac{d^2E_-}{dq^2}=A-\frac{A^2}{S}+\frac{A^4q^2}{S^3}=A(1-\kappa^2)
$$

at $S=A$, so the inverse longitudinal mass is multiplied by $1-\kappa^2$. In the transverse plane the diagonal second derivatives remain $\hbar^2/m_t$. The mixed derivative is $-(s/S)\hbar^2/M=-\kappa\hbar^2/M$. The eigenvalues of this two-by-two matrix correspond to inverse masses

$$
\frac{1\pm r\kappa}{m_t},
\qquad r=\frac{m_t}{M}=1-\frac{m_t}{m_0}.
$$

The product of the three inverse masses changes by the factor $(1-\kappa^2)(1-r^2\kappa^2)$. At fixed valley density the Fermi energy is proportional to $1/m_d$, the cube root of that product:

$$
\frac{E_F(\kappa)}{E_F(0)}\approx1-\frac{1+r^2}{3}\kappa^2.
$$

The kinetic energy density of a valley is $\frac35n_vE_F$, so it changes by $-n_vE_F(1+r^2)\kappa^2/5$. Transfer driven by these quadratic changes costs and gains energy at order $\kappa^4$, and is dropped. The two $z$ valleys contain $n/3$ electrons. Under $\varepsilon_{xy}$ the $x$ and $y$ valleys have no corresponding coupling in this model. The energy is

$$
\delta F=-\frac n3\kappa^2
\left[\frac{\Delta_X}{4}+\frac{(1+r^2)E_F}{5}\right].
$$

Insert $\kappa=2\Xi'\gamma/\Delta_X$ and set $\delta F=\frac12\delta C_{44}\gamma^2$:

$$
\boxed{\delta C_{44}=-\frac{2n\Xi'^2}{3\Delta_X}
\left[1+\frac{4(1+r^2)E_F}{5\Delta_X}\right]}
\tag{23}
$$

This is the result to first order in $E_F/\Delta_X$. The first term is the quadratic valley shift and the second is the mass change.

Take the rough values $\Xi'=7$ eV, $k_0=0.15(2\pi/a_0)$ and lattice constant $a_0=0.543$ nm. They give $\Delta_X=0.499$ eV, and $r=0.81$. The shift term is

$$
-\frac{2(0.05)(7^2)}{3(0.499)}\times0.1602\ \mathrm{GPa}
=-0.524\ \mathrm{GPa}.
$$

With the mass term, $\delta C_{44}=-0.59$ GPa. This is 0.74% of a rough host value of 80 GPa and 17% of the zero-temperature change in $C'$. A numerical search for the band minimum, followed by evaluation of its curvatures and of the gas energy, also gives $-0.59$ GPa.

The softening of $C'$ is larger because its energy denominator is $E_F$, whereas band mixing has the denominator $\Delta_X$. Other bands can add quadratic shifts to $C_{44}$ and $C'$, and they are not included here.

### Exchange between electrons

Transfer keeps the total charge density uniform, so the average electrostatic energy does not oppose it. Exchange within a valley favours unequal filling. Its size can be estimated for an isotropic valley with unscreened exchange in a medium of relative permittivity $\epsilon_r$.

Let $B=e^2/(4\pi\epsilon_0\epsilon_r)$ and $k_F=(3\pi^2n_v)^{1/3}$. The one-particle density matrix at separation $u$ is $3n_vj_1(k_Fu)/(k_Fu)$, where $j_1$ is a spherical Bessel function. The exchange energy density is

$$
\begin{aligned}
e_x&=-\frac B4\int\frac{d^3u}{u}
\left[\frac{3n_vj_1(k_Fu)}{k_Fu}\right]^2\\
&=-\frac{9\pi Bn_v^2}{k_F^2}\int_0^\infty\frac{j_1^2(x)}{x}\,dx.
\end{aligned}
$$

From $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$ one finds $d(j_0^2+j_1^2)/dx=-4j_1^2/x$. The bracket falls from 1 to 0, so the integral is $1/4$. Hence

$$
e_x=-\frac34\left(\frac3\pi\right)^{1/3}Bn_v^{4/3},
\qquad
e_x''=-\frac13\left(\frac3\pi\right)^{1/3}Bn_v^{-2/3}.
\tag{24}
$$

The curvature of the valley energy becomes $1/D-|e_x''|=(1-x)/D$, with $x=D|e_x''|$. The response is therefore $D/(1-x)$. This requires $x<1$.

For $\epsilon_r=12$ the example has $x=0.257$ and an enhancement of 1.35. At zero temperature this would change $-3.5$ GPa to about $-4.7$ GPa. Screening weakens this effect strongly. The Thomas-Fermi wavevector of the six-valley gas is $\sqrt{4\pi B(6D)}=1.56\ \mathrm{nm^{-1}}$, well above $k_F=0.63\ \mathrm{nm^{-1}}$. Static exchange screened in this way, with the screening wavevector held fixed during transfer, gives $x=0.059$ and an enhancement of only 1.06. Letting the wavevector follow the valley filling gives $x=0.066$ and 1.07. Correlation and mass anisotropy are still left out, so neither factor should be applied as a correction.

### Strain amplitude, frequency and strain measure

The electronic stiffness changes strongly as the raised valleys approach emptying. Under $\operatorname{diag}(\eta,-\eta,0)$ at zero temperature, let $w=\Xi_u\eta$. The $x$ valleys empty when $\mu=w$. The $z$ valleys are then filled to depth $w$ and the $y$ valleys to $2w$. Number conservation gives

$$
2a[w^{3/2}+(2w)^{3/2}]=6aE_F^{3/2},
\qquad
\eta_{\rm empty}=\frac{E_F}{\Xi_u}
\left(\frac{3}{1+2^{3/2}}\right)^{2/3}.
\tag{25}
$$

The example gives 0.44%. At half this strain the electronic part of the tangent stiffness has fallen by about 7.5% in magnitude, although the energy still follows the quadratic form to about 1%. Under uniaxial strain along a cubic axis the change begins at first order in strain: at 0.1% the electronic part of the tangent stiffness has already changed by 3 to 4%, falling in extension and growing in compression. A constant stiffness requires strains well below the emptying value.

The populations must also keep up with the strain. If they relax with one time $\tau$, the in-phase response at angular frequency $\omega$ is multiplied by $1/(1+\omega^2\tau^2)$. For 50 MHz and a rough $\tau=10$ ps, $\omega\tau=0.0031$, so the reduction is about $10^{-5}$.

A finite-strain code needs one further convention. For a pure stretch, Green strain is $\varepsilon+\frac12\varepsilon^2$. If the linear energy (9) is written in Green strain, it adds $\frac12P_e\operatorname{Tr}\varepsilon^2$. Under shear $\operatorname{Tr}\varepsilon^2=\gamma^2/2$, which shifts $C_{44}$ by $P_e/2$. Under the strain in (14) $\operatorname{Tr}\varepsilon^2=2\eta^2$, which shifts $C'$ by the same amount. With a rough $\Xi_d=1$ eV, $P_e=0.032$ GPa and the shift is 0.016 GPa. This is small here, but the host constants and the electronic term should use the same strain measure.

### Use for real silicon

The chosen density lies in the range of heavily doped silicon layers and resonators, and the masses and deformation potentials are rough typical values. At room temperature the zero-temperature formula is not adequate: thermal statistics move $\delta C'$ from $-3.5$ to $-2.6$ GPa. The independent-electron assumption is also uncertain, with exchange estimates ranging from 6% with static screening to 35% without it. The parabolic valley shape matters less: filling the full two-band dispersion near $X$ increases the softening of $C'$ by 4 to 5%, both at low temperature and at 300 K. Dopants replace about 0.1% of the atoms. Their direct effect on bonding and lattice size, and the disorder they cause, are not calculated. These values are therefore model estimates, not measured stiffnesses.

For small strains and slow loading, the steps for an implementation are:

1. Start from host constants without mobile electrons, at the operating temperature. Constants measured on a doped sample already contain the electronic term.
2. Solve $n_v=n/6$ for $\mu$, evaluate $D(\mathcal T)$ from (17), and set $Q=D\Xi_u^2$.
3. Add $-\frac43Q$ to $C_{11}$ and $+\frac23Q$ to $C_{12}$.
4. Leave $C_{44}$ unchanged in the rigid-valley model. If changes near 1% matter, use (23) as a low-temperature estimate only. For the example it gives $-0.59$ GPa, while filling the full two-band dispersion gives about $-0.61$ GPa between 30 and 77 K and $-0.75$ GPa at 300 K.
5. Rotate the complete stiffness tensor to the device axes after these changes.

The numerical output below lists the inputs and the main results in their working units.

## Table of computed values

```
Electron density: 5.00e+19 cm^-3
Longitudinal mass (rough): 0.92 m0
Transverse mass (rough): 0.19 m0
Deformation potential Xu (rough): 9 eV
Deformation potential Xd (rough): 1 eV
Density-of-states mass of one valley: 0.3214 m0
Fermi energy EF: 46.63 meV
One-valley density of states D: 0.2681 eV^-1 nm^-3
k-grid count / analytic valley density: 0.99954
C' change, Keyes formula: -3.479 GPa
C' change, energy differences: -3.479 GPa
C11 change, energy differences: -4.639 GPa
C12 change, energy differences: 2.319 GPa
C44 change, rigid shifts, magnitude: 0.0e+00 GPa
Shift of C' change on doubling strain step: 8.1e-05 GPa
Host C' (rough): 50 GPa
C' change / host C': -7 %
C' change ratio for 8 times the density: 2.0000
C44 change for four <111> valleys: -1.77 GPa
Strain eta for transfer example: 1.0e-04
Fraction leaving each raised valley: 2.89 %
Kinetic cost / potential energy change: -0.5
Strain eta that empties raised valleys: 0.44 %
C' change at 77 K: -3.415 GPa
C' change at 77 K / value at 0 K: 0.9817
C' change at 300 K: -2.592 GPa
C' change at 300 K / value at 0 K: 0.7451
Quadrature shift at 77 K, 160 vs 240 points: 1.1e-14 GPa
Shear deformation potential (rough): 7 eV
Valley distance from X (rough): 0.15 2pi/a
Lattice constant a (rough): 0.543 nm
Two-band splitting at the minimum: 0.499 eV
Transverse coupling ratio r: 0.81
C44 change, quadratic valley shift only: -0.5244 GPa
C44 change, shift and mass, formula: -0.5893 GPa
C44 change, shift and mass, numerical: -0.5901 GPa
Host C44 (rough): 80 GPa
Two-band C44 change / host C44: -0.74 %
Two-band C44 change / Keyes C' change: 0.169
Relative permittivity (rough): 12
Unscreened exchange parameter x: 0.257
Exchange-only enhancement 1/(1-x): 1.35
Electronic stress, size of strain-measure terms: 0.032 GPa
Dopant atoms / silicon atoms: 0.1 %
Sound frequency: 50 MHz
Intervalley time (rough): 10 ps
Angular frequency times intervalley time: 0.0031
```
